Open-circuit electron heat flow over a planar barrier

**The question**

A silicide film on n-type silicon is heated by a short laser pulse while the silicon stays colder. Thermally excited electrons from both sides cross the Schottky barrier; electrons lifted over it directly by the light are left out here. If no external circuit is connected, charge accumulates until equal numbers cross in the two directions. The net electron current is then zero, yet heat still flows, because an electron from the hot side carries on average more energy than one from the cold side. How much heat flows, and does the answer require a small temperature difference?

Let J be the one-way particle flux per unit area at open circuit. For classical electrons crossing ballistically, the heat flow per area is

q = 2k_B J(T_h − T_c). (1)

The temperature difference need not be small. The flux J in (1) is the actual open-circuit flux, not one evaluated at some mean temperature.

**Model and conventions**

In the algebra ħ = m_e = e = 1, and temperatures are energies, so T stands for k_B T. The symbol e also denotes the base of exponentials where it carries an exponent. The barrier is uniform in the y and z directions, with its top at energy E_b. The reservoirs have electron Fermi levels μ_h and μ_c, and

Φ_h = E_b − μ_h, Φ_c = E_b − μ_c. (2)

Both Φ_h/T_h and Φ_c/T_c are large, so electrons at and above the top follow f_i(E) = exp[−(E − μ_i)/T_i], where i is h or c. An electron that can classically pass the top does so without collision or reflection; all others return. Each reservoir supplies every state needed at the top. Only conduction electrons are counted.

Without collisions, f is constant along a trajectory. At the plane of the top, electrons moving from hot to cold therefore have the distribution f_h, and those moving the other way have f_c. Their fluxes can be counted in that plane.

**The one-way flux**

Near a conduction-band valley, with k measured from its minimum, the energy at the top is E = E_b + ½ k·W·k, where W is the inverse-mass tensor. It may be anisotropic and tilted. Completing the square in k_x gives

E = E_b + ½W_xx κ² + ½ k_∥·S·k_∥, (3)

κ = k_x + (W_xy k_y + W_xz k_z)/W_xx,

S_ab = W_ab − W_ax W_xb/W_xx, with a, b = y, z.

The normal velocity is v_x = ∂E/∂k_x = W_xx κ. Hence v_x dk_x = dE at fixed k_∥. Including two spin states, the flux from reservoir i is

J_i = 2∫_{v_x>0} d³k/(2π)³ v_x f_i
= (1/4π³) ∫d²k_∥ ∫_{E_∥}^∞ dE f_i(E), (4)

where E_∥ = E_b + ½ k_∥·S·k_∥. The energy integral equals

T_i exp(−Φ_i/T_i) exp[−k_∥·S·k_∥/(2T_i)].

The remaining two-dimensional Gaussian integral is 2πT_i/√(det S). Therefore

J_i = (m T_i²/2π²) exp(−Φ_i/T_i), (5)

where m = 1/√(det S) for one valley. For several valleys, m is the sum of their contributions.

**The energy carried per electron**

Let ε = E − E_b. For a given ε, the allowed transverse momenta satisfy ½ k_∥·S·k_∥ < ε. They fill an ellipse of area 2πε/√(det S) = 2πmε. Exchanging the order of integration in (4) gives

dJ_i/dε = (m/2π²) exp(−Φ_i/T_i) ε exp(−ε/T_i). (6)

The mean energy above the top is

⟨ε⟩_i = ∫₀^∞ ε² exp(−ε/T_i)dε / ∫₀^∞ ε exp(−ε/T_i)dε
= 2T_i³/T_i² = 2T_i. (7)

One T_i comes from normal motion, whose energy has the flux distribution exp(−ε_n/T_i). The other comes from two transverse directions, each contributing T_i/2. In a volume average the normal direction would contribute only T_i/2, but a flux weights electrons by their normal velocity.

Anisotropy changes m but not this mean. Direct integration for a tilted valley with masses 0.92 and 0.19 gives 2.000000 k_B T. The one-way energy flux is consequently

U_i = J_i(E_b + 2T_i). (8)

**Zero current**

Let N = J_h − J_c be the net particle flux from hot to cold. The heat leaving the hot reservoir and the heat entering the cold one are

q_h = U_h − U_c − μ_h N,
q_c = U_h − U_c − μ_c N. (9)

Their difference, q_h − q_c = (μ_c − μ_h)N, is electrical work. At open circuit N = 0, so the two heats agree. Setting J_h = J_c = J in (8) gives

q = J(E_b + 2T_h) − J(E_b + 2T_c)
= 2J(T_h − T_c). (10)

Restoring k_B gives (1). No expansion in T_h − T_c was made. The large barrier energy cancels because equal numbers of electrons carry it in opposite directions.

**The voltage that stops the current**

Equating the two fluxes (5), with the same m, gives

T_h² exp(−Φ_h/T_h) = T_c² exp(−Φ_c/T_c).

Taking logarithms and solving for Φ_c yields

Φ_c = T_c[Φ_h/T_h − 2 ln(T_h/T_c)]. (11)

Since μ_c − μ_h = Φ_h − Φ_c,

μ_c − μ_h = Φ_h(1 − T_c/T_h) + 2T_c ln(T_h/T_c). (12)

For Φ_h > 0 this is positive. The cold side has the higher electron Fermi level and is the negative terminal: electrons have accumulated there until the return flux balances the flux from the hot side.

Suppose T_h and Φ_h are held fixed while T_c changes. Equation (5) then fixes J, and q is strictly linear in T_c. The voltage is not. With Δ = T_h − T_c, expansion of (12) gives

μ_c − μ_h = (Φ_h/T_h + 2)Δ − Δ²/T_h + … . (13)

If Φ_h itself changes with voltage, J changes too. Equation (1) still holds with the new J, but the heat is no longer linear in T_c.

**Two limits**

For a small temperature difference, the heat conductance per area is K = q/Δ = 2J. To find the electrical conductance, start from equal temperatures and equal Fermi levels. Equation (5) gives

δN = (J/T)(δΦ_c − δΦ_h) = (J/T)(δμ_h − δμ_c). (14)

Any shift of E_b cancels. The particle conductance is therefore J/T. In ordinary units G = e²J/(k_B T) and K = 2k_B J, with e now the elementary charge, so

K/(GT) = 2(k_B/e)². (15)

At the opposite extreme, T_c ≪ T_h, equation (10) approaches q = 2JT_h. This limit cannot be continued to T_c = 0 within the model. Equation (11) makes Φ_c vanish at

T_c = T_h exp[−Φ_h/(2T_h)], (16)

and the classical condition Φ_c ≫ T_c fails before that point. In a semiconductor the barrier must also remain above the bulk band edge, which can be a stricter condition.

**Why open circuit matters**

If the terminals are connected so that μ_h = μ_c, then Φ_h = Φ_c but J_h ≠ J_c. Inserting (8) in (9) gives

q_h = J_h(Φ_h + 2T_h) − J_c(Φ_h + 2T_c). (17)

The barrier energy no longer cancels. Since Φ_h ≫ T_h, the heat leaving the hot side can greatly exceed the open-circuit value for the same J_h.

**A silicide contact on silicon**

Take a silicide at 300 K, (001) n-type silicon at 200 K, and Φ_h = 0.30 eV at the working point. The silicon masses are 0.92 along a valley axis and 0.19 across it. Two valleys have their long axis normal to the contact and contribute 0.19 each. The other four contribute √(0.92 × 0.19) each. Thus

m = 2(0.19) + 4√(0.92 × 0.19) = 2.052.

Equation (5) then gives

J = 1.264×10⁵ Å⁻² s⁻¹,

or 203 A/cm² after multiplication by the elementary charge and conversion of area. The thermal energies are 0.025852 eV and 0.017235 eV, so

q/J = 2(0.025852 − 0.017235) eV = 0.01723 eV,

q = (1.264×10⁵)(0.01723) = 2.18×10³ eV Å⁻² s⁻¹.

This is 3.49 W/cm². A separate calculation integrates over the three-dimensional momenta in each reservoir and searches for the cold Fermi level that stops the current. It gives 0.017235 eV per one-way electron, in agreement within rounding.

The voltage follows from (12):

μ_c − μ_h = 0.30/3 + 2(0.017235) ln(1.5) = 0.1140 eV.

The first term of (13) alone gives 0.1172 eV, about 3 % more. With the silicide temperature and Φ_h held fixed, silicon temperatures of 250, 200 and 150 K give heat flows of 1089, 2179 and 3268 eV Å⁻² s⁻¹. They are in the ratio 1:2:3, as are the temperature differences.

At a common Fermi level, the hot electrons carry 0.30 + 2(0.025852) = 0.3517 eV each, measured from that level. Equation (17) gives 4.44×10⁴ eV Å⁻² s⁻¹, or 20.4 times the open-circuit heat. The cold return flux is too small to cancel much of the barrier energy.

**Is there still a barrier?**

Equation (11) gives Φ_c = 0.186 eV. In the silicon bulk, the band edge lies T_c ln(N_c/n) above the Fermi level. Here n is the doping density, N_c = 2(m_d T_c/2π)^(3/2), and m_d = (36 × 0.92 × 0.19²)^(1/3) for six valleys. For fully ionized dopants with n = 3×10¹⁶ cm⁻³, the remaining band bending is V_b = 0.079 eV, or 4.6 times the cold thermal energy. A barrier still exists, though not a very high one.

The field F at the contact follows from one integration of Poisson's equation, with relative permittivity ε_r = 11.7:

F²/2 = (4πn/ε_r) ∫₀^{V_b} (1 − e^(−V/T_c)) dV
≈ (4πn/ε_r)(V_b − T_c). (18)

The exponential accounts for mobile electrons at the edge of the depletion layer. With image-force lowering left out of V_b, the result is F = 0.024 MV/cm, and the width ε_r F/(4πn) is 516 Å. The layer's capacitance per area, ε_r/(4π × width), multiplied by its resistance T_c/J gives a charging time of 17 ps. This is short compared with a 10 ns pulse, so near the working point the two particle fluxes nearly balance. The heat is more sensitive. With a net flux N, equation (9) gives q_h = 2J_h(T_h − T_c) + N(Φ_h + 2T_c), and Φ_h + 2T_c is about twenty times 2(T_h − T_c). Take a Gaussian silicide temperature pulse of 10 ns full width that peaks at 300 K, with the silicon held at 200 K. At 290 K, N/J is about 1 %, yet q_h lies about 25 % above (1) on the rise and 25 % below it on the fall. The charging time grows as J falls, and at 250 K the charging term dominates the heat. During such a pulse (1) holds only close to the peak.

**When transmission depends on energy**

A constant transmission multiplies both one-way fluxes and leaves q/J unchanged. An energy-dependent transmission generally changes the mean energies. For an inverted-parabola top, the known quantum transmission is

D(ε_n) = 1/[1 + exp(−ε_n/w)], (19)

where w is the parabola's angular frequency divided by 2π. It includes tunnelling below the top and reflection above it. With β = 1/T and y = exp(−ε_n/w), the normal-energy integral becomes

I(β) = ∫_{−∞}^∞ exp(−βε_n)D dε_n
= w∫₀^∞ y^(βw−1)/(1 + y) dy
= πw/sin(πβw), for 0 < βw < 1. (20)

The last step is the standard beta-function integral. The mean normal energy is

−d ln I/dβ = πw cot(πw/T) ≈ T − π²w²/(3T). (21)

The transverse mean remains T. Subtracting the cold mean from the hot one increases q/J, relative to (1), by approximately π²w²/(6T_h T_c).

The image force rounds the contact barrier. At distance x from the metal, the potential energy is −Fx − 1/(4ε_r x) plus a constant. Its maximum is at x₀ = 1/(2√(ε_r F)), where the curvature has magnitude 2F/x₀. Thus w = √[2F/(m_n x₀)]/(2π), with m_n the normal mass. The lightest mass, m_n = 0.19, gives w = 0.00368 eV. The estimate below (21) gives a 5.0 % increase in q/J, while the full cotangent gives 5.3 %. Valleys with the larger normal mass have a smaller w and a smaller increase. Including the image-force lowering in the band bending would instead raise the field and w, and the increase to about 6.6 %. These figures apply only to a parabolic top. The image-force top is not parabolic over energies of order T, and the steep drop toward the metal reflects electrons well above the top. Solving the one-dimensional effective-mass wave equation for the image and depletion potentials gives an increase in q/J of about 10 to 18 % over all valleys, depending on how the metal side is modelled. The same reflection lowers J to roughly 0.4 to 0.7 of equation (5), so 203 A/cm² and 3.49 W/cm² are classical values that overstate this contact.

**How the model compares with a real contact**

The barrier and doping are roughly those of a rare-earth silicide contact on n-type silicon. A 100 K drop across a solid contact is far from ordinary steady operation. For a rough lattice contact conductance of 10⁸ W/(m² K), it requires 10⁶ W/cm², roughly 3×10⁵ times the electron heat found here. Such a drop is plausible only briefly, as during an intense laser pulse. Light of that intensity can also drive directly excited electrons over the barrier. For photon energies near 1 eV, about two such electrons per ten thousand photons would already equal J. Their current can therefore exceed the thermal flux and change the open-circuit voltage, so the numbers here illustrate the thermal exchange alone. Equation (1) describes the electron channel, not the contact's total heat flow. With a rough silicon heat conductivity of 250 W/(m K), Fourier's law gives a lattice temperature fall of about 2 K within the depletion layer. The layer is thinner than typical heat-carrying phonon paths, so this is only an order of magnitude. The fall is still small beside 100 K, and one temperature can be assigned approximately to the silicon across this layer at a given moment. That temperature itself would rise by tens of kelvin if such a heat flow lasted 10 ns, so the stated pair of temperatures describes a moment, not the whole pulse. These estimates scale with the assumed contact conductance, and clean silicide contacts can exceed it several times. At 5×10⁸ W/(m² K) the fall within the layer is about 10 K, and the silicon surface warms by 10 K in about 10 ps, which is no longer long compared with the charging time.

Other corrections affect either J or the energy per electron. If 0.30 eV were the height before image-force lowering, the lowering of 0.017 eV would raise J and q by a factor of about 1.9 at the stated field, leaving q/J unchanged. Scattering in the silicon turns some of the hot electrons back over the top, so fewer are exchanged between the two reservoirs. Comparing the emission velocity, 4.1×10⁶ cm/s, with mobility times field, 4.8×10⁷ cm/s for a rough mobility of 2000 cm²/Vs, gives an exchanged fraction of

1/(1 + 4.1×10⁶/4.8×10⁷) = 0.92.

This is a rough series estimate of the exchange. At equal temperatures and zero net current, the electron density at the top keeps its equilibrium value despite scattering. Mobility times field here exceeds the drift velocity that electrons can actually reach in silicon, so it serves only as a parameter of the estimate. Nor does the estimate determine how scattering changes the energy distribution.

If nonparabolic bands change the transverse area in (6) from ε to ε(1 + αε), the mean becomes 2T(1 + 3αT)/(1 + 2αT). A rough α = 0.5 eV⁻¹ raises q/J by 2.1 %. Fermi statistics changes it by less than 0.001 %. For a rough gap of 1.1 eV, the hole-to-electron Boltzmann ratio at the hot contact is 4×10⁻⁹, so hole exchange is negligible here. An electron and a hole that cross together carry the whole gap energy, which is much larger than 2(T_h − T_c). To reach the n-type bulk, however, the hole must also climb the band bending V_b, which this ratio omits. With V_b included and ballistic holes, such pairs add only about 0.2 % to the heat at Φ_h = 0.55 eV and about a third at 0.65 eV for this doping. Holes that only enter the bent region and return carry no gap energy, though they can exchange thermal energy there once the ratio nears one.

A laterally uneven barrier breaks the argument differently. Equation (12) requires a different voltage for each local Φ_h, whereas the terminals supply only one. Currents can then circulate between patches even when the total current is zero, and the barrier energy then cancels neither locally nor, in general, in the total heat. For independent patches with a Gaussian spread σ of barrier heights, q/J is multiplied by 1 + σ²/(2T_h T_c). At 300 K and 200 K this is an increase of 11 % for σ = 10 meV and a doubling for σ = 30 meV, so it can exceed the other corrections to q/J. This effect is not included in the numbers above.

Values computed for the example and the checks

```
silicide temperature: 300 K; silicon: 200 K
barrier from silicide Fermi level: 0.30 eV
doping: 3.0e+16 cm^-3; relative permittivity: 11.7
silicon masses: longitudinal 0.92, transverse 0.19 m_e
flux effective mass, (001), six valleys: 2.0524 m_e
tilted valley mean energy above top: 2.000000 kT
thermal energies: hot 0.025852 eV, cold 0.017235 eV
one-way flux J: 1.2642e+05 1/(angstrom^2 s)
one-way flux J converted: 202.55 A/cm2
net heat per one-way electron: 0.017235 eV
open-circuit heat flow: 2.1788e+03 eV/(angstrom^2 s)
open-circuit heat flow converted: 3.4908 W/cm2
cold minus hot Fermi level: 0.11398 eV
same, linear formula at hot temperature: 0.11723 eV
barrier from silicon Fermi level: 0.18602 eV
silicide fixed at hot temperature; silicon temperature varied:
  T_c 290 K: shift 0.01169 eV, heat 2.1788e+02 eV/(angstrom^2 s)
  T_c 250 K: shift 0.05786 eV, heat 1.0894e+03 eV/(angstrom^2 s)
  T_c 200 K: shift 0.11398 eV, heat 2.1788e+03 eV/(angstrom^2 s)
  T_c 150 K: shift 0.16792 eV, heat 3.2682e+03 eV/(angstrom^2 s)
heat at common Fermi level: 4.4406e+04 eV/(angstrom^2 s)
common-level heat / open-circuit heat: 20.38
Lorenz ratio: 2.00000 (k_B/e)^2
band bending: 0.0790 eV = 4.58 cold kT
depletion width: 516 angstrom
maximum field: 0.0239 MV/cm
charging time: 1.71e-11 s; pulse: 1.0e-08 s
image-force lowering: 0.0172 eV
flux factor if lowering is added: 1.94
tunnelling energy w: 0.00368 eV
flux factor, rounded top: hot 1.034, cold 1.079
heat/J change, rounded top: 5.34 %
nonparabolicity (rough): 0.5 1/eV
heat/J change, nonparabolicity: 2.09 %
heat/J change, degeneracy: -1.7e-04 %
mobility (rough): 2000 cm2/Vs
collection velocity: 4.12e+06 cm/s; drift: 4.79e+07 cm/s
electron supply factor: 0.921
gap (rough): 1.1 eV; hole/electron Boltzmann ratio: 4.0e-09
lattice contact conductance (rough): 1e+08 W/(m2 K)
lattice heat flow: 1.0e+06 W/cm2
lattice/electron heat: 2.9e+05
silicon heat conductivity (rough): 250 W/(m K)
temperature fall in depletion layer: 2.1 K
```
